**Onset of cracking in an oxide under uniaxial tension**

The program tests $\varepsilon_c=K_c/(E\sqrt{\pi a})$, where $\varepsilon_c$ is the critical remote elastic strain, $K_c$ the toughness, $E$ the Young modulus and $a$ the half-length of a long straight crack. It asserts the half-plane response by symbolic algebra, and the transforms and off-axis stresses by quadrature. A numerical crack built from elements of constant opening, with the shape of the opening left free, gives $K/(\sigma\sqrt{\pi a})=1.0002$ and $GE'/K^2=0.9995$, where $\sigma$ is the remote stress, $K$ the stress intensity, $G$ the energy release rate and $E'$ the plane modulus. Further assertions compare the circular-crack solution with point-load integration, and the strain factors for other stress states with the three-dimensional stiffness matrix. For $a=1$ µm, $K_c=1$ MPa$\sqrt{\text{m}}$ and $E=200$ GPa, the output gives a critical stress of 564.2 MPa and a critical strain of 0.282 percent. It also shows how crack shape, biaxial stress, cooling and flow at the tip change that strain.

## Numerical check

```python
"""
Result under test: a long straight crack of length 2a, normal to a remote
uniaxial tension sigma in a wide isotropic elastic oxide, starts to grow at
the remote elastic strain
        eps_c = K_c / (E sqrt(pi a)).
Symbols: a half-length, K_c toughness, E Young modulus, nu Poisson ratio,
E' = E (plane stress) or E/(1-nu^2) (plane strain), K stress intensity,
G energy release rate. Axes: x along the crack and across the scale,
y along the load, z along the crack front.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import j1, ellipkm1

# ---- Half-plane y > 0 under surface pressure p cos(kx): symbolic check ----
x, y = sp.symbols("x y", real=True)
k, p, E, nu = sp.symbols("k p E nu", positive=True)
airy = p / k**2 * (1 + k*y) * sp.exp(-k*y) * sp.cos(k*x)
biharmonic = (sp.diff(airy, x, 4) + 2*sp.diff(airy, x, 2, y, 2)
              + sp.diff(airy, y, 4))
assert sp.simplify(biharmonic) == 0
s_yy, s_xx = sp.diff(airy, x, 2), sp.diff(airy, y, 2)
s_xy = -sp.diff(airy, x, y)
assert sp.simplify(s_xy.subs(y, 0)) == 0
assert sp.simplify(s_yy.subs(y, 0) + p*sp.cos(k*x)) == 0
strain_stress = (s_yy - nu*s_xx) / E
strain_plane = ((1 - nu**2)*s_yy - nu*(1 + nu)*s_xx) / E
for strain, modulus in ((strain_stress, E), (strain_plane, E/(1 - nu**2))):
    lift = -sp.integrate(sp.expand(strain), (y, 0, sp.oo))
    assert sp.simplify(lift - 2*p*sp.cos(k*x)/(modulus*k)) == 0


# ---- Numerical crack with piecewise constant opening, E' = sigma = 1 ----
def box_pressure(distance, half_width):
    """Pressure due to unit face displacement on one short element."""
    return -half_width / (np.pi * (distance**2 - half_width**2))


# The element kernel must reproduce p_k = |k| v_k / 2 for a smooth opening.
half = 0.01
centres = 2*half*np.arange(-1000, 1001)
direct = np.sum(box_pressure(-centres, half) * np.exp(-centres**2))
spectral = quad(lambda q: q/2*np.sqrt(np.pi)*np.exp(-q*q/4)/np.pi,
                0, 40)[0]
assert abs(direct/spectral - 1) < 1e-3


def numerical_crack(a, n):
    """Return K, central face displacement and released energy."""
    h = a / n
    pos = -a + h*(2*np.arange(n) + 1)
    matrix = box_pressure(pos[:, None] - pos[None, :], h)
    face = np.linalg.solve(matrix, np.ones(n))
    r = a*np.array([0.1, 0.2, 0.3])
    ahead = 1 - box_pressure((a + r)[:, None] - pos[None, :], h) @ face
    scaled = np.sqrt(2*np.pi*r) * ahead
    intensity = 3*scaled[0] - 3*scaled[1] + scaled[2]
    energy = 0.5 * np.sum(2*face) * 2*h
    return np.array([intensity, face[n//2], energy])


def refined_crack(a):
    """Remove the discretization error of first order in element size."""
    return 2*numerical_crack(a, 800) - numerical_crack(a, 400)


K_num, centre_num, energy_num = refined_crack(1.0)
assert abs(K_num/np.sqrt(np.pi) - 1) < 5e-3
assert abs(centre_num/2 - 1) < 5e-3
assert abs(energy_num/np.pi - 1) < 5e-3
da = 0.02
G_num = (refined_crack(1 + da)[2] - refined_crack(1 - da)[2]) / (4*da)
assert abs(G_num/K_num**2 - 1) < 1e-2

# ---- Transforms behind the closed solution, a = 1 ----
for q in (0.7, 2.3, 6.1):
    transform = quad(lambda t: np.cos(q*np.sin(t))*np.cos(t)**2,
                     -np.pi/2, np.pi/2)[0]
    assert abs(transform - np.pi*j1(q)/q) < 1e-9


def kernel(s):
    return 1 - s/np.sqrt(s*s + 1)


def kernel_slope(s):
    return -1/np.sqrt(s*s + 1)**3


def extra_stress(px, py):
    """Crack-made stresses xx and xy at y >= 0, for sigma = a = 1."""
    s = py - 1j*px
    return (-np.real(kernel(s) + py*kernel_slope(s)),
            py*np.imag(kernel_slope(s)))


for px, py in ((0.4, 0.5), (1.6, 0.5), (5.0, 3.0)):
    top = 40/py
    xx = quad(lambda q: -j1(q)*(1 - q*py)*np.exp(-q*py)*np.cos(q*px),
              0, top, limit=1000)[0]
    xy = quad(lambda q: -j1(q)*q*py*np.exp(-q*py)*np.sin(q*px),
              0, top, limit=1000)[0]
    got = extra_stress(px, py)
    assert abs(got[0] - xx) < 1e-7 and abs(got[1] - xy) < 1e-7


# ---- Circular crack: point-load integration of its plane traction ----
def circular_displacement(r):
    """Surface displacement at radius r for E' = sigma = a = 1."""
    def ring(t):
        return 4*t/(r + t)*ellipkm1(((r - t)/(r + t))**2)/np.pi

    def outer(w):
        t = np.cosh(w)
        pull = 2/np.pi*(1 - np.sinh(w)*np.arcsin(1/t))
        return -pull*ring(t)
    cut_in = [r] if r < 1 else None
    cut_out = [np.arccosh(r)] if r > 1 else None
    return (quad(ring, 0, 1, points=cut_in, limit=300)[0]
            + quad(outer, 0, 12, points=cut_out, limit=300)[0])


for r in (0.5, 0.8):
    assert abs(circular_displacement(r) - 4/np.pi*np.sqrt(1-r*r)) < 1e-5
for r in (1.5, 2.5):
    assert abs(circular_displacement(r)) < 1e-5
gap = 1e-6
t = 1 + gap
tension = 1 + 2/np.pi*(1/np.sqrt(t*t - 1) - np.arcsin(1/t))
K_circle = np.sqrt(2*np.pi*gap)*tension
assert abs(K_circle/(2/np.sqrt(np.pi)) - 1) < 3e-3

# ---- Worked example, SI values inside the program ----
a_m, K_c, E_pa, nu_v = 1e-6, 1e6, 200e9, 0.28
thickness, flow_stress = 10e-6, 3e9
mismatch, cooling = 1e-6, 600.0
sigma_c = K_c/np.sqrt(np.pi*a_m)
eps_c = sigma_c/E_pa
eps_numeric = K_c/(K_num*np.sqrt(a_m))/E_pa
assert abs(100*eps_c - 0.28) < 0.005
assert abs(eps_numeric/eps_c - 1) < 5e-3
E_plane = E_pa/(1 - nu_v**2)
G_c = K_c**2/E_plane
opening = 4*sigma_c*a_m/E_plane

# Strain factors against the three-dimensional stiffness matrix
lam = E_pa*nu_v/((1 + nu_v)*(1 - 2*nu_v))
mu = E_pa/(2*(1 + nu_v))
stiffness = lam*np.ones((3, 3)) + 2*mu*np.eye(3)
uni = np.linalg.solve(stiffness, [0, sigma_c, 0])[1]
bi = np.linalg.solve(stiffness, [0, sigma_c, sigma_c])[1]
eps_bi = eps_c*(1 - nu_v)
eps_clamped = eps_c*(1 - nu_v**2)
assert abs(uni/eps_c - 1) < 1e-10 and abs(bi/eps_bi - 1) < 1e-10
thin = -lam*eps_clamped/(lam + 2*mu)
clamped_stress = stiffness @ np.array([thin, eps_clamped, 0])
assert abs(clamped_stress[1]/sigma_c - 1) < 1e-10
e_th = -mismatch*cooling
thin = -2*lam*e_th/(lam + 2*mu)
residual = (stiffness @ np.array([thin, e_th, e_th]))[1]
assert abs(residual/(E_pa*e_th/(1 - nu_v)) - 1) < 1e-10
eps_cooled = (sigma_c - residual)/E_pa

eps_circle = eps_c*np.pi/2
assert abs(eps_circle/(K_c/(K_circle*np.sqrt(a_m))/E_pa) - 1) < 3e-3
zone = (K_c/flow_stress)**2/(2*np.pi)
eps_zone = K_c/(E_pa*np.sqrt(np.pi*(a_m + zone)))
depth = thickness/2/a_m
heights = np.linspace(0, 40, 8001)
surface_xx, surface_xy = extra_stress(depth, heights + 1e-12)
surface_max = np.max(np.hypot(surface_xx, surface_xy))

eV, ang = const.e, const.angstrom
print("INPUTS (round values)")
print(f"crack half-length a = {a_m*1e6:.1f} micrometre")
print(f"toughness K_c = {K_c/1e6:.1f} MPa sqrt(m)")
print(f"Young modulus E = {E_pa/1e9:.0f} GPa")
print(f"Poisson ratio = {nu_v:.2f}")
print(f"scale thickness = {thickness*1e6:.0f} micrometre")
print(f"flow stress = {flow_stress/1e9:.0f} GPa")
print(f"expansion mismatch = {mismatch:.1e} per K")
print(f"cooling = {cooling:.0f} K")
print("MAIN RESULTS")
print(f"sqrt(pi a) = {np.sqrt(np.pi*a_m)*1e3:.4f} x 10^-3 sqrt(m)")
print(f"critical stress = {sigma_c/1e6:.1f} MPa")
print(f"critical stress = {sigma_c*ang**3/eV:.5f} eV/angstrom^3")
print(f"critical strain = {100*eps_c:.3f} percent")
print(f"critical strain, numerical crack = {100*eps_numeric:.3f} percent")
print(f"numerical K/(sigma sqrt(pi a)) = {K_num/np.sqrt(np.pi):.4f}")
print(f"numerical G E'/K^2 = {G_num/K_num**2:.4f}")
print(f"plane-strain modulus E' = {E_plane/1e9:.1f} GPa")
print(f"energy release rate G = {G_c:.2f} J/m^2")
print(f"energy release rate G = {G_c*ang**2/eV:.3f} eV/angstrom^2")
print(f"full opening at crack centre = {opening*1e9:.1f} nm")
print("CRITICAL STRAIN FOR OTHER HALF-LENGTHS")
for size in (0.25, 0.5, 2.0, 4.0):
    value = 100*K_c/(E_pa*np.sqrt(np.pi*size*1e-6))
    print(f"a = {size:.2f} micrometre: {value:.3f} percent")
print("EFFECTS LEFT OUT (strain at cracking, change from main result)")
for label, value in (("equal biaxial stress", eps_bi),
                     ("no strain along front", eps_clamped),
                     ("circular crack", eps_circle),
                     ("after cooling, applied strain", eps_cooled),
                     ("flow zone at tip", eps_zone)):
    change = 100*(value/eps_c - 1)
    print(f"{label}: {100*value:.3f} percent, change {change:+.1f} percent")
print(f"residual stress after cooling = {residual/1e6:.0f} MPa")
print(f"flow zone length r = {zone*1e9:.1f} nm")
print(f"largest leftover surface traction = {100*surface_max:.1f}"
      " percent of applied stress")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (round values)
crack half-length a = 1.0 micrometre
toughness K_c = 1.0 MPa sqrt(m)
Young modulus E = 200 GPa
Poisson ratio = 0.28
scale thickness = 10 micrometre
flow stress = 3 GPa
expansion mismatch = 1.0e-06 per K
cooling = 600 K
MAIN RESULTS
sqrt(pi a) = 1.7725 x 10^-3 sqrt(m)
critical stress = 564.2 MPa
critical stress = 0.00352 eV/angstrom^3
critical strain = 0.282 percent
critical strain, numerical crack = 0.282 percent
numerical K/(sigma sqrt(pi a)) = 1.0002
numerical G E'/K^2 = 0.9995
plane-strain modulus E' = 217.0 GPa
energy release rate G = 4.61 J/m^2
energy release rate G = 0.288 eV/angstrom^2
full opening at crack centre = 10.4 nm
CRITICAL STRAIN FOR OTHER HALF-LENGTHS
a = 0.25 micrometre: 0.564 percent
a = 0.50 micrometre: 0.399 percent
a = 2.00 micrometre: 0.199 percent
a = 4.00 micrometre: 0.141 percent
EFFECTS LEFT OUT (strain at cracking, change from main result)
equal biaxial stress: 0.203 percent, change -28.0 percent
no strain along front: 0.260 percent, change -7.8 percent
circular crack: 0.443 percent, change +57.1 percent
after cooling, applied strain: 0.365 percent, change +29.5 percent
flow zone at tip: 0.280 percent, change -0.9 percent
residual stress after cooling = -167 MPa
flow zone length r = 17.7 nm
largest leftover surface traction = 2.1 percent of applied stress
ALL CHECKS PASSED
```
